# Why time-ordered ground-state averages miss the current through a biased level

**Comment on a claimed ground-state treatment of a biased level**

A single electronic level sits between two metal wires. The left wire is filled to \(\mu_L\), the right one to \(\mu_R<\mu_L\), and the temperature is zero. Once the contacts are made, a steady current flows. Before that, the uncoupled state is a Slater determinant with sharp Fermi edges, much like the starting point of zero-temperature perturbation theory. The argument under review takes that resemblance at face value.

It notes that the uncoupled state \(|\Phi_0\rangle\) is the ground state of \(H_0-\mu_LN_L-\mu_RN_R\), switches the coupling on and off slowly, and invokes the Gell-Mann–Low theorem to claim that the state returns up to a phase, so that averages would be ratios of time-ordered products and only time-ordered lines would be needed.

The theorem is not false, but the return to \(|\Phi_0\rangle\) and a steady current exclude each other.

**Model.** Take \(\hbar=1\), spinless electrons, and energies in units of the lead hopping. \(H(t)=H_0+\lambda(t)V\), with
\[H_0=\varepsilon_0d^\dagger d+\sum_{\alpha k}\varepsilon_{\alpha k}c^\dagger_{\alpha k}c_{\alpha k},\qquad V=\sum_{\alpha k}v_{\alpha k}(c^\dagger_{\alpha k}d+d^\dagger c_{\alpha k}),\]
and real \(v_{\alpha k}\). The switching function is even in \(t\): \(\lambda=1\) for \(|t|<T/2\) and \(\lambda=\cos^2[\pi(|t|/T-\tfrac12)]\) for \(T/2<|t|<T\). Each lead is a half-filled chain of \(N\) sites with band centre \(\mu_\alpha=\pm eV_b/2\), joined to the level by a hopping \(v_\alpha\); the level starts empty. The end-site function of a long chain obeys \(g=1/(z-g)\) with \(z=\varepsilon-\mu_\alpha\), whose retarded root gives \(\Sigma^r_\alpha=v_\alpha^2g=\Lambda_\alpha-i\Gamma_\alpha/2\), \(\Lambda_\alpha=v_\alpha^2z/2\), \(\Gamma_\alpha=v_\alpha^2\sqrt{4-z^2}\) inside the band. No bound states are assumed.

The particle current out of the left lead is \(I=-\dot N_L=-i[H,N_L]\). Since \([c^\dagger d,N_L]=-c^\dagger d\) and \([d^\dagger c,N_L]=+d^\dagger c\) for left-lead operators, at \(\lambda=1\)
\[I=i\sum_kv_{Lk}(c^\dagger_{Lk}d-d^\dagger c_{Lk}).\]

### 1. What the argument needs

Let \(S=U(T,0)U(0,-T)\); it differs from the interaction-picture operator by factors \(e^{-iH_0T}\), which are phases on \(|\Phi_0\rangle\). Because \(U^\dagger(0,-T)=S^\dagger U(T,0)\), the physical average at \(t=0\) is
\[\langle A\rangle=\langle\Phi_0|S^\dagger\,U(T,0)AU(0,-T)|\Phi_0\rangle,\]
whereas the time-ordered expansion computes the in-out ratio
\[\langle A\rangle_{io}=\frac{\langle\Phi_0|U(T,0)AU(0,-T)|\Phi_0\rangle}{\langle S\rangle},\qquad\langle S\rangle=\langle\Phi_0|S|\Phi_0\rangle.\]
The two agree for every \(A\) exactly when the bras agree, \(\langle\Phi_0|S^\dagger=\langle\Phi_0|/\langle S\rangle\). The left side has unit norm, so \(|\langle S\rangle|=1\) is required.

That \(|\Phi_0\rangle\) is the ground state of \(H_0-\sum\mu_\alpha N_\alpha\) does not supply this. To make that operator generate the free motion, one transforms with \(e^{i\sum\mu_\alpha N_\alpha t}\), which turns \(c^\dagger_{\alpha k}d\) into \(e^{i\mu_\alpha t}c^\dagger_{\alpha k}d\). A phase on \(d\) removes one of the two factors, and the other oscillates at \(eV_b\) however slowly \(\lambda\) varies. With respect to \(H_0\) itself, \(|\Phi_0\rangle\) is an excited state: moving an electron from just below \(\mu_L\) on the left to just above \(\mu_R\) on the right lowers the energy by nearly \(eV_b\). For long leads it is also degenerate, since moving an electron from left to right at equal energy inside the window \(\mu_R<\varepsilon<\mu_L\) costs nothing.

### 2. The ratio gives zero current

Write \(U(0,-T)=E_n\cdots E_1\) with \(E_j=e^{-iH(t_j)\delta t}\). In the occupation basis \(H\) is real and symmetric, so \(E_j^{\mathsf T}=E_j\). Since \(H(t)=H(-t)\), the second half meets the same factors in the opposite order: \(U(T,0)=E_1\cdots E_n=U(0,-T)^{\mathsf T}\). With \(\Phi_0\) a real basis vector and \(\phi=U(0,-T)\Phi_0\), the numerator of \(I_{io}\) is \(\phi^{\mathsf T}I\phi\). Now \(I=i(M-M^{\mathsf T})\) with \(M=\sum v_{Lk}c^\dagger_{Lk}d\) real, so \(I^{\mathsf T}=-I\) and \(\phi^{\mathsf T}I\phi=-\phi^{\mathsf T}I\phi=0\). Thus \(I_{io}=0\) at \(t=0\) for any \(T\), \(N\) and bias, and with any real interaction added.

Direct propagation in the Fock space of two-site leads (\(T=3\), parameters of section 7) gave \(I=0.1128\) eV/ħ, and \(0.1142\) eV/ħ with a repulsion of 0.5 eV between the level and the left end site switched on with \(\lambda\); \(|I_{io}|<10^{-10}\) in both cases. The overlap \(|\langle S\rangle|^2=0.5753\) came out the same to four figures in the two runs, because it depends only weakly on the repulsion in this range: it dips to 0.5750 at 0.25 eV, is back at 0.5753 at 0.5 eV, and falls to 0.5731 at 2 eV.

### 3. Where the state does return

For finite \(N\) the one-body levels solve \(\varepsilon-\varepsilon_0=\lambda^2\sum v_{\alpha k}^2/(\varepsilon-\varepsilon_{\alpha k})\). Between neighbouring poles the right side falls from \(+\infty\) to \(-\infty\) while the left side rises, so there is one root in each interval and levels never cross. If the uncoupled levels are distinct and \(T\to\infty\) at fixed \(N\), each orbital follows adiabatically and returns. The state at \(t=0\) is then an eigenstate of \(H\), and \(\langle[H,N_L]\rangle=0\) in any eigenstate. For \(N=6\) the highest filled level is at 0.3550 eV and the lowest empty one at \(-0.3550\) eV; with \(T=2000\) the propagation gave \(1-|\langle S\rangle|^2=1.2\times10^{-6}\), \(I\approx-9\times10^{-5}\) eV/ħ, \(n=0.2143\) and \(n_{io}=0.2143+0.0001i\). The argument holds in this order of limits and describes no transport. A steady current, undisturbed over the whole cycle by reflections from the far ends, needs \(2T\) shorter than the recurrence time of the leads, that is \(N\to\infty\) first, as assumed from here on.

### 4. What the time-ordered series sums to

Wick's theorem holds for \(|\Phi_0\rangle\), and \(\langle S\rangle\) cancels the disconnected diagrams, so the series for \(\tilde G\), the in-out version of \(-i\langle\mathcal T\,d(t)d^\dagger(t')\rangle\), is well defined. A free lead line is
\[g_k^T=\frac{1-f}{\varepsilon-\varepsilon_k+i0}+\frac{f}{\varepsilon-\varepsilon_k-i0}=g^r_k+2\pi if\,\delta(\varepsilon-\varepsilon_k).\]
With \(\Gamma_\alpha=2\pi\sum_kv_{\alpha k}^2\delta(\varepsilon-\varepsilon_{\alpha k})\), this gives \(\Sigma^T=\Sigma^r+i\sum_\alpha\Gamma_\alpha f_\alpha\). Deep in a long plateau the geometric series \(g_d+g_d\Sigma^Tg_d+\dots\) sums to \(\tilde G=1/(\varepsilon-\varepsilon_0-\Sigma^T)\). Define
\[x=\varepsilon-\varepsilon_0-\Lambda_L-\Lambda_R,\qquad a=\tfrac12(\Gamma_R-\Gamma_L),\qquad b=\tfrac12(\Gamma_R+\Gamma_L),\]
so that \(G^r=1/(x+ib)\), \(b-a=\Gamma_L\) and \(b^2-a^2=\Gamma_L\Gamma_R\). Above \(\mu_L\), \(\tilde G=G^r\). Below \(\mu_R\), \(\Sigma^T=\Sigma^r+2ib=\Sigma^a\) and \(\tilde G=G^a\). In the window the imaginary part of \(\Sigma^T\) is \(-b+\Gamma_L=-a\), so
\[\tilde G=\frac1{x+ia}.\]

The summation carries a condition, seen most easily for constant widths and a window much wider than \(b\). Then \(\Sigma^T=-ia\,\delta(t-t')\), the empty level has a purely forward line, and the series gives \(-i\theta(t-t')e^{-(i\varepsilon_0+a)(t-t')}\). This has the transform \(1/(x+ia)\) only for \(a>0\); for \(a<0\) it grows. A filled level has a backward line and needs \(a<0\). For a finite window the results below are stated for an empty level with \(\Gamma_R>\Gamma_L\) throughout the window and \(x<0\) for \(\varepsilon\le\mu_R\). Then \(1/\tilde G\) lies in the upper half plane above \(\mu_R\), like the bare \(\varepsilon-\varepsilon_0+i0\), and has a negative real part below \(\mu_R\), so it neither vanishes nor winds around zero as \(\lambda\) grows. At \(a=0\) the pole reaches the real axis and the derivation stops.

### 5. The correct analysis

Keeping \(S^\dagger\) means running time forward and then back. Every function becomes a matrix \(\begin{pmatrix}T&<\\>&\bar T\end{pmatrix}\), no denominator is needed because \(S^\dagger S=1\), and integrals on the backward branch carry a minus sign, represented by \(\sigma_z\). The Dyson equation \(\hat G=\hat g+\hat g\sigma_z\hat\Sigma\sigma_z\hat G\) with \(\hat g^{-1}=(\varepsilon-\varepsilon_0)\sigma_z\) gives \(\hat G^{-1}=(\varepsilon-\varepsilon_0)\sigma_z-\sigma_z\hat\Sigma\sigma_z\). The step functions in the definitions imply \(G^T=G^r+G^<\), \(G^{\bar T}=G^<-G^a\) and \(G^T+G^{\bar T}=G^<+G^>\), and the same for \(\Sigma\), with \(\Sigma^<=i\sum\Gamma_\alpha f_\alpha\) and \(\Sigma^>=-i\sum\Gamma_\alpha(1-f_\alpha)\). In the window \(\Sigma^<=i\Gamma_L\), \(\Sigma^>=-i\Gamma_R\), and the lower diagonal entry is \(-(\varepsilon-\varepsilon_0)-i\Gamma_L+\Lambda_L+\Lambda_R+ib=-x+ia\):
\[\hat G^{-1}=\begin{pmatrix}x+ia&i\Gamma_L\\-i\Gamma_R&-x+ia\end{pmatrix},\qquad\det\hat G^{-1}=-(x^2+a^2)-\Gamma_L\Gamma_R=-(x^2+b^2).\]
Inverting,
\[G^T=\frac{x-ia}{x^2+b^2},\qquad G^<=\frac{i\Gamma_L}{x^2+b^2},\qquad G^>=\frac{-i\Gamma_R}{x^2+b^2}.\]
Multiplying \(G^T\) by \(x+ia\),
\[\frac{G^T}{\tilde G}=\frac{x^2+a^2}{x^2+b^2}=1-\mathcal T_\varepsilon,\qquad\mathcal T_\varepsilon=\frac{\Gamma_L\Gamma_R}{x^2+b^2}.\]
The argument keeps only the upper left entry of \(\hat G^{-1}\). That is correct where \(\Sigma^<\Sigma^>=0\), which at zero temperature holds everywhere outside the window and, inside it, only at energies where \(\Gamma_L\) or \(\Gamma_R\) vanishes.

*Current.* With \(G^<_{dk}=i\langle c_k^\dagger d\rangle\) and \(G^<_{kd}=i\langle d^\dagger c_k\rangle\) at equal times, \(I=\sum_kv_{Lk}(G^<_{dk}-G^<_{kd})\). The mixed functions are \(\hat G_{dk}=\hat G\sigma_zv\hat g_k\) and \(\hat G_{kd}=\hat g_kv\sigma_z\hat G\), so the integrand is
\[(G^T\Sigma_L^<-G^<\Sigma_L^{\bar T})-(\Sigma_L^TG^<-\Sigma_L^<G^{\bar T})=\Sigma_L^<(G^<+G^>)-G^<(\Sigma_L^<+\Sigma_L^>)=\Sigma_L^<G^>-\Sigma_L^>G^<.\]
In the window \(\Sigma_L^>=0\) and \(\Sigma_L^<G^>=\mathcal T_\varepsilon\); below it both greater functions vanish, above it both lesser ones. Hence \(I=\int_{\mu_R}^{\mu_L}\mathcal T_\varepsilon\,d\varepsilon/2\pi\), the Landauer formula.

*Occupation.* The true value is \(n=\int G^<d\varepsilon/2\pi i\). The relation \(G^<=G^T-G^r\) holds for in-out functions as well, and \(G^r\) is unchanged, because for quadratic \(H\) the anticommutator \(\{d(t),d^\dagger(t')\}\) is a number. So \(n_{io}=\int(\tilde G-G^r)\,d\varepsilon/2\pi i\). In the window \(\tilde G-G^r=i(b-a)/[(x+ia)(x+ib)]\), and the two integrands are
\[n:\ \frac{\Gamma_L}{2\pi(x-ib)(x+ib)},\qquad n_{io}:\ \frac{\Gamma_L}{2\pi(x+ia)(x+ib)}.\]
Outside the window they coincide. The second is complex and not bounded to \([0,1]\), since it is a matrix element between two different states.

### 6. The overlap

Differentiating the product of short-time factors gives \(\partial S/\partial\varepsilon_0=-i\int dt\,U(T,t)d^\dagger dU(t,-T)\), hence \(\partial\ln\langle S\rangle/\partial\varepsilon_0=-i\int n_{io}(t)\,dt\). Per unit time on the plateau this is \(-in_{io}=\int(G^r-\tilde G)\,d\varepsilon/2\pi\). Both functions have the form \(G=1/(\varepsilon-\varepsilon_0-\Sigma)\) with \(\Sigma\) independent of \(\varepsilon_0\), so \(\partial_{\varepsilon_0}\ln G=G\). Integrate down from \(\varepsilon_0=+\infty\), where the empty level decouples and nothing decays; \(a>0\) keeps the path regular. At large \(\varepsilon_0\) the path includes an empty bound state above the bands, absent at the final parameters; there \(\tilde G=G^r\), so it does not affect the ratio used below. The rate of \(\ln\langle S\rangle\), apart from a constant phase, is \(\int\ln(G^r/\tilde G)\,d\varepsilon/2\pi\). Above the window the ratio is 1, and below it \(G^r/G^a\) has unit modulus. Inside it equals \((x+ia)/(x+ib)=1-i\Gamma_LG^r\equiv r\), with \(|r|^2=1-\mathcal T_\varepsilon\). Taking twice the real part,
\[\ln|\langle S\rangle|^2=\int R\,dt+O(1),\qquad R=\int_{\mu_R}^{\mu_L}\frac{d\varepsilon}{2\pi}\ln(1-\mathcal T_\varepsilon)<0,\]
where slow ramps contribute with \(v_\alpha^2\to\lambda^2v_\alpha^2\). In a time \(\tau\), \(\tau\,d\varepsilon/2\pi\) electrons arrive from the left per energy interval, and the initial state is recovered only if all are reflected. Slower switching lengthens \(\tau\) and lowers the overlap. The in-out ratio is conditioned on this rare history, which is why it carries no current.

*Wide window, constant widths.* Here \(R=\int\ln[(x^2+a^2)/(x^2+b^2)]\,dx/2\pi\). Its derivative with respect to \(a>0\) is \(\int2a/(x^2+a^2)\,dx/2\pi=1\), and it vanishes at \(a=b\), so \(R=a-b=-\Gamma_L\): \(e^{R\tau}=e^{-\Gamma_L\tau}\) is the probability that, over a time \(\tau\), no electron has left the left wire. Both poles of the \(n_{io}\) integrand lie in the lower half plane, so closing above gives \(n_{io}=0\), while \(n=(\Gamma_L/2\pi)(\pi/b)=\Gamma_L/(\Gamma_L+\Gamma_R)\). For \(\Gamma_L=0.2\), \(\Gamma_R=0.8\) eV, quadrature gave \(R=-0.2000\) eV/ħ, \(n=0.2000\), \(n_{io}=0.0000\).

*Zero bias.* The window is empty, \(R=0\) and \(\tilde G=G^T\). It is a mistake to conclude that \(|\langle S\rangle|\to1\), because the metal has no gap. The leads are now identical, and one combination couples with \(w^2=v_L^2+v_R^2\). At the Fermi level \(x=-\varepsilon_0\) and \(b=\lambda^2w^2\), so the scattering amplitude is \(1-2ibG^r=(\varepsilon_0+ib)/(\varepsilon_0-ib)=e^{i\varphi}\), \(\varphi=2\delta\), \(\tan\delta=\lambda^2w^2/\varepsilon_0\). If the switching is so slow that \(\varphi\) changes little during a time \(1/\varepsilon_0\), an electron arriving at time \(t\) gains the phase \(\varphi(t)\). For \(\varepsilon_0\ll w^2\) this is a stricter demand than slow \(\lambda\), because \(\varphi\) then changes within a short part of the ramp. The chain levels \(-2\cos[j\pi/(N+1)]\) near the band centre are spaced by \(2\pi/P\) with \(P=N+1\), so \(S=\exp(i\sum_m\varphi_m\rho_m)\), where \(\varphi_m\) are the Fourier coefficients over the period \(P\), \(\varphi_{-m}=\varphi_m^*\), and \(\rho_m=\sum_jc^\dagger_{j+m}c_j\). The fermion algebra gives
\[[\rho_{-m},\rho_{m'}]=\sum_j(c^\dagger_{j+m'-m}c_j-c^\dagger_{j+m'}c_{j+m}).\]
For \(m\ne m'\) a shift of \(j\) cancels the terms; for \(m=m'\) the sum \(\sum_j(\hat n_j-\hat n_{j+m})\) equals \(m\), since states far below are full and states far above empty. For \(m>0\), \(\rho_{-m}|\Phi_0\rangle=0\). Put \(A=i\sum_{m>0}\varphi_m\rho_m\) and \(B=i\sum_{m>0}\varphi_m^*\rho_{-m}\), so \([A,B]=\sum m|\varphi_m|^2\). Then \(e^{A+B}=e^Ae^Be^{-[A,B]/2}\), with \(\langle e^Ae^B\rangle=1\) and the \(m=0\) term a phase, gives
\[\ln|\langle S\rangle|^2=-\sum_{m>0}m|\varphi_m|^2,\]
the form known from the strong Szegő theorem. At fixed \(T/P\) the coefficients do not depend on \(T\), so the overlap stays below 1. A change of \(\varepsilon_0\) during \(dt\) alters each \(\varphi_m\) by an amount of order \(dt/P\), so through \(n_{io}=i\,\delta\ln\langle S\rangle/\delta\varepsilon_0(t)\) this real term adds to \(n_{io}\) only an imaginary part of order \(1/T\). A modulus below 1 therefore does not by itself spoil local averages; a decay extensive in time does.

### 7. Worked example

Chosen inputs: hopping 1 eV, \(\varepsilon_0=0.25\) eV, \(V_b=1.6\) V, \(v_L^2=0.1\), \(v_R^2=0.4\) eV². The time unit is \(\hbar/\text{eV}=0.6582\) fs and the current unit 243.41 μA.

The resonance \(x=0\) solves \(\varepsilon-0.25-0.05(\varepsilon-0.8)-0.2(\varepsilon+0.8)=0\), or \(0.75\,\varepsilon=0.37\), so \(\varepsilon=0.4933\) eV. There \(\Gamma_L=0.1\sqrt{4-(0.4933-0.8)^2}=0.1976\) eV and \(\Gamma_R=0.4\sqrt{4-(0.4933+0.8)^2}=0.6102\) eV, so \(a=0.2063\), \(b=0.4039\) eV and \(\mathcal T=0.1976\times0.6102/0.4039^2=0.739\). Then \(G^T=-ia/b^2=-1.2644i\) and \(\tilde G=-i/a=-4.8475i\) eV⁻¹, with ratio \(0.2608=1-0.7392\).

Quadrature of the formulas gave \(I=0.10494\) eV/ħ, which is \(0.10494\times243.41=25.54\) μA, together with \(n=0.2479\), \(n_{io}=-0.0387+0.0330i\) and \(R=-0.15820\) eV/ħ, a decay time of 4.161 fs. The ramps fill half of the total time and have mean rate \(-0.06385\), so the profile average is \((-0.15820-0.06385)/2=-0.11102\) eV/ħ.

These were compared with direct propagation of the occupied orbitals (split-operator steps on the ramp, exact diagonalization on the plateau). With \(\Phi\) the matrix of orbitals evolved to \(t=0\) and \(\Psi^\dagger=\Phi^{\mathsf T}\) from section 2, the overlap of two determinants is \(\langle S\rangle=\det\Psi^\dagger\Phi\). Inserting \(e^{\eta c_j^\dagger c_i}\) replaces \(\Phi\) by \((1+\eta|j\rangle\langle i|)\Phi\) to first order, and \(d\ln\det X=\operatorname{Tr}X^{-1}dX\) gives \(\langle c_j^\dagger c_i\rangle_{io}=[\Phi(\Psi^\dagger\Phi)^{-1}\Psi^\dagger]_{ij}\); the true average is the case \(\Psi=\Phi\), namely \(\Phi\Phi^\dagger\). Leads with \(N=4T\) keep \(2T<P\) and \(T/P\) nearly fixed. The time step on the ramp was 0.1; removing the step error raises the tabulated \(\ln|\langle S\rangle|^2\) by 0.0002 to 0.0009 and leaves the slope, \(n\) and \(n_{io}\) unchanged in the digits shown.

| bias | \(T\) | \(\ln\lvert\langle S\rangle\rvert^2\) | \(n\) | \(n_{io}\) |
|---|---|---|---|---|
| 1.6 V | 50 | −11.1737 | 0.2479 | −0.0397+0.0348i |
| 1.6 V | 100 | −22.2840 | 0.2479 | −0.0391+0.0340i |
| 0 | 50 | −0.7435 | 0.3256 | 0.3258+0.0088i |
| 0 | 100 | −0.7119 | 0.3256 | 0.3256+0.0044i |

Under bias the total durations are 100 and 200, so the slope is \((-22.2840+11.1737)/100=-0.11110\) eV/ħ against the predicted \(-0.11102\). At \(T=100\) (65.8 fs) \(|\langle S\rangle|^2=2.10\times10^{-10}\). The true current is 0.10495 eV/ħ at both \(T\). The combination \(2n_{io}(100)-n_{io}(50)\), which would remove a correction proportional to \(1/T\), is \(-0.0386+0.0331i\) from unrounded values, close to the formula. The in-out ratio thus tends to a definite number with a negative real part, which cannot be an occupation; a well-defined resummed series is no evidence that it is the right one.

At zero bias \(\delta=\arctan(0.5/0.25)=1.1071\) rad, and the Fourier sum for \(T=100\), \(N=400\) gives \(-0.7156\), or \(|\langle S\rangle|^2=0.4889\), against \(-0.7119\) from propagation. The prediction lies between the \(T=50\) and \(T=100\) values, which differ from it by 4% and 0.5% of \(0.7156\); two runs do not fix the limit, and the program asserts agreement only to 10%. The imaginary part of \(n_{io}\) halves when \(T\) doubles, and \(n_{io}\) extrapolates to \(0.3254+0.0001i\), near the true 0.3256.

### 8. Change required

The step that replaces \(\langle\Phi_0|S^\dagger\) by \(\langle\Phi_0|/\langle S\rangle\) must be removed and the expansion carried out on the Keldysh contour, with \(\Sigma^<\) and \(\Sigma^>\) retained. A restriction to weak coupling does not rescue the original version. At a resonance inside the window \(\mathcal T_\varepsilon=\Gamma_L\Gamma_R/b^2\) is set by the ratio \(\Gamma_L/\Gamma_R\) at that energy and does not tend to zero when both couplings are reduced in the same proportion. Where \(\mathcal T_\varepsilon\) is small throughout the window, the error \((\tilde G-G^T)/\tilde G=\mathcal T_\varepsilon\) is small, but \(\ln(1-\mathcal T_\varepsilon)\approx-\mathcal T_\varepsilon\) makes \(R\approx-I\): the overlap decays at the rate at which electrons are transferred, and the current itself is still missed entirely.

## Values computed for the example and the checks

```
inputs: eps0=0.25 eV, bias=1.6 V, vL^2=0.1, vR^2=0.4 eV^2, hop=1 eV
hbar/eV = 0.6582 fs; current unit e*eV/hbar = 243.41 uA
Fock 2+1+2, T=3, U=0.0 eV: |<S>|^2=0.5753, I=0.1128 eV/hbar, |I_io|<1e-10
Fock 2+1+2, T=3, U=0.5 eV: |<S>|^2=0.5753, I=0.1142 eV/hbar, |I_io|<1e-10
resonance 0.4933 eV: GamL=0.1976, GamR=0.6102 eV, transmission=0.7392
  a=0.2063, b=0.4039 eV; Im G^T=-1.2644, Im G_naive=-4.8475 1/eV
plateau rate R=-0.15820 eV/hbar; 1/|R|=4.161 fs
ramp-average R=-0.06385, whole-profile average=-0.11102 eV/hbar
Landauer I=0.10494 eV/hbar = 25.54 uA (one spin)
--- bias 1.6 V: formula n=0.2479, n_io=-0.0387+0.0330i
T=50 (32.9 fs), N=200: ln|<S>|^2=-11.1737, I=0.10495, n=0.2479, n_io=-0.0397+0.0348i
T=100 (65.8 fs), N=400: ln|<S>|^2=-22.2840, I=0.10495, n=0.2479, n_io=-0.0391+0.0340i
n_io extrapolated = -0.0386+0.0331i
slope of ln|<S>|^2=-0.11110 vs -0.11102 eV/hbar; |<S>|^2(T=100)=2.10e-10
--- bias 0.0 V: formula n=0.3256, n_io=0.3256+0.0000i
T=50 (32.9 fs), N=200: ln|<S>|^2=-0.7435, I=-0.00000, n=0.3256, n_io=0.3258+0.0088i
T=100 (65.8 fs), N=400: ln|<S>|^2=-0.7119, I=-0.00000, n=0.3256, n_io=0.3256+0.0044i
n_io extrapolated = 0.3254+0.0001i
delta=1.1071 rad; Szego ln|<S>|^2=-0.7156, |<S>|^2=0.4889
N=6: highest filled 0.3550 eV, lowest empty -0.3550 eV
N=6, T=2000: 1-|<S>|^2=1.2e-06, I=-9.0e-05 eV/hbar, n=0.2143, n_io=0.2143+0.0001i
wide window GamL=0.2, GamR=0.8 eV: R=-0.2000 eV/hbar, n=0.2000, n_io=0.0000
```
